**Preferred wavelengths of liquid and solid metal cylinders**

An inviscid liquid cylinder of radius R, density rho and surface tension gamma grows ripples at a rate s given by s² = [gamma/(rho R³)] x(1−x²) I₁(x)/I₀(x), where x = kR and k is the wavenumber. The program asserts this relation against an energy calculation that uses surface area at fixed volume and a finite-element flow. It also asserts the solid law s = (B/R⁴) x²(1−x²), with B the surface-diffusion coefficient, against the full nonlinear surface-diffusion equation applied to a small ripple. The preferred wavelengths are 9.01R for the liquid and 8.89R for the solid, and both maxima are recovered from the independently computed rates. A viscous solver is asserted against its inviscid and creeping-flow limits. For a molten lead line of radius 1000 nm with rough properties, the output shows that viscosity lengthens the preferred wave by 3.7%, more than the 1.4% difference between liquid and solid. At an Ohnesorge number of 1 the preferred wavelength is 15.7R, so the near agreement is limited to liquids of low viscosity.

## Program and output

```python
# Result under test: an inviscid liquid cylinder in vacuum has the growth rate
#   s^2 = gamma/(rho R^3) * x (1-x^2) I1(x)/I0(x),   x = k R,
# whose maximum gives a wavelength of 9.01 R. A solid cylinder evolving by
# isotropic surface diffusion, s = B/R^4 * x^2 (1-x^2), prefers 8.89 R.
# R radius, k wavenumber, gamma surface tension, rho density, mu viscosity,
# B surface-diffusion coefficient, Oh = mu/sqrt(rho gamma R).
# Scaled calculations use R = rho = gamma = B = 1.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import solveh_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ive


def bessel_ratio(x):
    return ive(1, x) / ive(0, x)


def rayleigh_squared(x):
    return x * (1 - x**2) * bessel_ratio(x)


def area_stiffness(x, amplitude=1e-3):
    """Second derivative of surface area per length at fixed volume."""
    angle = 2 * np.pi * np.arange(64) / 64
    mean_radius = np.sqrt(1 - amplitude**2 / 2)
    radius = mean_radius + amplitude * np.cos(angle)
    slope = -amplitude * x * np.sin(angle)
    area = np.mean(2 * np.pi * radius * np.sqrt(1 + slope**2))
    return 2 * (area - 2 * np.pi) / amplitude**2


def flow_inertia(x, cells=1000):
    """Kinetic mass per length from a finite-element Laplace solution."""
    h = 1 / cells
    middle = (np.arange(cells) + 0.5) * h
    diagonal_part = middle / h + x**2 * middle * h / 4
    coupling = -middle / h + x**2 * middle * h / 4
    bands = np.zeros((2, cells + 1))
    bands[1, :-1] += diagonal_part
    bands[1, 1:] += diagonal_part
    bands[0, 1:] = coupling
    load = np.zeros(cells + 1)
    load[-1] = 1.0  # unit radial velocity at the surface
    return np.pi * solveh_banded(bands, load)[-1]


def energy_squared_rate(x):
    return -area_stiffness(x) / flow_inertia(x)


def diffusion_rate_numeric(x, amplitude=1e-4):
    """Growth from the full nonlinear surface-diffusion equation."""
    n = 32
    angle = 2 * np.pi * np.arange(n) / n
    modes = np.fft.fftfreq(n, 1 / n)
    modes[n // 2] = 0

    def derivative(f):
        return np.fft.ifft(1j * x * modes * np.fft.fft(f)).real

    radius = 1 + amplitude * np.cos(angle)
    slope = derivative(radius)
    metric = np.sqrt(1 + slope**2)
    curvature = 1 / (radius * metric) - derivative(slope) / metric**3
    flux = radius / metric * derivative(curvature)
    velocity = derivative(flux) / radius
    return 2 * np.mean(velocity * np.cos(angle)) / amplitude


def viscous_rate(x, oh):
    """Growth rate from the full linear viscous boundary problem."""
    def imbalance(s):
        l = np.sqrt(x**2 + s / oh)
        i0, i1 = 1.0, bessel_ratio(x)
        vortical = -2 * x**2 * i1 / (x**2 + l**2)
        strain = x**2 * (i0 - i1 / x)
        strain += vortical * x * l * (1 / bessel_ratio(l) - 1 / l)
        drive = (1 - x**2) * x * (i1 + vortical)
        return s**2 * i0 + 2 * oh * s * strain - drive
    return brentq(imbalance, 1e-5, 1.0, xtol=1e-14, rtol=1e-13)


def peak(function, low=0.1, high=0.95):
    found = minimize_scalar(lambda x: -function(x), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-8})
    return found.x


def viscous_wavelength(oh):
    return 2 * np.pi / peak(lambda x: viscous_rate(x, oh))


# Dispersion relations against calculations from their definitions
for x in (0.2, 0.5, 0.7, 0.9, 1.3):
    assert abs(energy_squared_rate(x) - rayleigh_squared(x)) < 1e-5
    assert abs(diffusion_rate_numeric(x) - x**2 * (1 - x**2)) < 1e-6

# Maximum from the stationarity condition, then from the numerical rates
def stationarity(x):
    q = bessel_ratio(x)
    return 1 / q - q - 2 * x / (1 - x**2)

x_liquid = brentq(stationarity, 0.1, 0.95, xtol=1e-14)
x_solid = 1 / np.sqrt(2)
x_energy = peak(energy_squared_rate)
x_diffusion = peak(diffusion_rate_numeric)
assert abs(x_energy - x_liquid) < 1e-4
assert abs(x_diffusion - x_solid) < 1e-4
grid = np.linspace(0.01, 0.99, 981)
assert np.all(np.diff(bessel_ratio(grid)) > 0)
assert np.all(np.diff(stationarity(grid)) < 0)
wave_liquid = 2 * np.pi / x_liquid
wave_solid = 2 * np.pi / x_solid
assert round(wave_liquid, 2) == 9.01 and round(wave_solid, 2) == 8.89

# Slowly falling factor 2 I1/(x I0) as a series in y = x^2
mp.mp.dps = 30
series = mp.taylor(lambda y: mp.hyp0f1(2, y / 4) / mp.hyp0f1(1, y / 4), 0, 2)
assert abs(series[1] + mp.mpf(1) / 8) < 1e-8
assert abs(series[2] - mp.mpf(1) / 48) < 1e-8
y_first = 0.5 + float(series[1]) / 8
wave_first = 2 * np.pi / np.sqrt(y_first)
assert abs(wave_first - wave_liquid) < 0.2 * (wave_liquid - wave_solid)

# Flatness of the liquid peak
rate_peak = np.sqrt(rayleigh_squared(x_liquid))
rate_at_solid = np.sqrt(rayleigh_squared(x_solid))
def band_edge(x):
    return np.sqrt(rayleigh_squared(x)) - 0.99 * rate_peak
x_low = brentq(band_edge, 0.2, x_liquid)
x_high = brentq(band_edge, x_liquid, 0.95)

# Viscous solver in its two known limits
assert abs(viscous_rate(0.7, 1e-6) - np.sqrt(rayleigh_squared(0.7))) < 1e-5
x, oh_large = 0.5, 100.0
creeping = (1 - x**2) / (2 * oh_large
                         * (x**2 / bessel_ratio(x)**2 - 1 - x**2))
assert abs(viscous_rate(x, oh_large) / creeping - 1) < 1e-3

# Rough typical properties of molten lead, SI units
radius = 1000e-9
temperature = 650.0
density = 10600.0
tension = 0.45
viscosity = 2.5e-3
heat_capacity = 150.0
conductivity = 16.0
sound_speed = 1800.0
vapour_cap_torr = 1e-5
atom_mass = 207.2 * const.atomic_mass

capillary_rate = np.sqrt(tension / (density * radius**3))
growth_rate = rate_peak * capillary_rate
wavelength = wave_liquid * radius
drop_radius = (0.75 * wavelength * radius**2)**(1 / 3)
ripple = np.sqrt(const.k * temperature / tension)
breakup_time = np.log(radius / ripple) / growth_rate

oh = viscosity / np.sqrt(density * tension * radius)
wave_viscous = viscous_wavelength(oh)
x_viscous = 2 * np.pi / wave_viscous
rate_ratio = viscous_rate(x_viscous, oh) / rate_peak
wave_longwave = wave_solid * np.sqrt(1 + 3 * oh / np.sqrt(2))
assert abs(wave_viscous / wave_liquid - wave_longwave / wave_solid) < 0.01
wave_thick = viscous_wavelength(1.0)
assert wave_thick > 1.5 * wave_liquid
oh_equal = brentq(lambda o: viscous_wavelength(o) / wave_liquid
                  - wave_liquid / wave_solid, 1e-3, 5e-2, xtol=1e-8)
radius_equal = viscosity**2 / (density * tension * oh_equal**2)

bond = density * const.g * radius**2 / tension
mach = growth_rate * radius / sound_speed
cooling = (2 * const.Stefan_Boltzmann * temperature**4 * breakup_time
           / (density * heat_capacity * radius))
vapour_pressure = vapour_cap_torr * const.torr
recession = (vapour_pressure / density * breakup_time
             * np.sqrt(atom_mass / (2 * np.pi * const.k * temperature)))
heat_length = np.sqrt(conductivity / (density * heat_capacity)
                      * breakup_time)
assert max(bond, mach, recession / radius, cooling / temperature) < 0.01

print(f"Liquid peak x, stationarity: {x_liquid:.5f}")
print(f"Liquid peak x, energy method: {x_energy:.5f}")
print(f"I1/I0 at liquid peak: {bessel_ratio(x_liquid):.5f}")
print(f"Solid peak x, formula: {x_solid:.5f}")
print(f"Solid peak x, nonlinear law: {x_diffusion:.5f}")
print(f"Liquid wavelength / R: {wave_liquid:.4f}")
print(f"Solid wavelength / R: {wave_solid:.4f}")
print(f"Liquid-solid difference: {100*(wave_liquid/wave_solid-1):.2f} %")
print(f"First-order liquid wavelength / R: {wave_first:.4f}")
print(f"Peak s^2 in gamma/(rho R^3): {rate_peak**2:.5f}")
print(f"Peak s in sqrt(gamma/(rho R^3)): {rate_peak:.5f}")
print(f"Liquid rate loss at solid x: {100*(1-rate_at_solid/rate_peak):.4f} %")
print(f"99% rate band, shortest wave / R: {2*np.pi/x_high:.2f}")
print(f"99% rate band, longest wave / R: {2*np.pi/x_low:.2f}")
print(f"Pb line radius: {radius*1e9:.0f} nm")
print(f"Pb temperature: {temperature:.0f} K")
print(f"Pb density (rough): {density/1000:.1f} g/cm3")
print(f"Pb surface tension (rough): {tension:.2f} N/m")
print(f"Pb viscosity (rough): {viscosity*1e3:.1f} mPa s")
print(f"Pb heat capacity (rough): {heat_capacity:.0f} J/(kg K)")
print(f"Pb heat conductivity (rough): {conductivity:.0f} W/(m K)")
print(f"Pb sound speed (rough): {sound_speed:.0f} m/s")
print(f"Pb vapour pressure (assumed cap): {vapour_cap_torr:.0e} Torr")
print(f"Capillary rate: {capillary_rate*1e-6:.3f} 1/us")
print(f"Peak growth rate: {growth_rate*1e-6:.3f} 1/us")
print(f"Growth time: {1e6/growth_rate:.3f} us")
print(f"Liquid wavelength: {wavelength*1e9:.0f} nm")
print(f"Solid wavelength, same R: {wave_solid*radius*1e9:.0f} nm")
print(f"Drop radius, one wavelength: {drop_radius*1e9:.0f} nm")
print(f"Thermal ripple scale: {ripple*1e9:.3f} nm")
print(f"Rough breakup time: {breakup_time*1e6:.2f} us")
print(f"Ohnesorge number: {oh:.4f}")
print(f"Viscous wavelength / R: {wave_viscous:.3f}")
print(f"Viscous wavelength: {wave_viscous*radius*1e9:.0f} nm")
print(f"Viscous wavelength shift: {100*(wave_viscous/wave_liquid-1):.2f} %")
print(f"Long-wave viscous estimate / R: {wave_longwave:.3f}")
print(f"Viscous / inviscid peak rate: {rate_ratio:.4f}")
print(f"Wavelength / R at Oh = 1: {wave_thick:.2f}")
print(f"Oh, viscous shift = solid gap: {oh_equal:.4f}")
print(f"Pb radius at that Oh: {radius_equal*1e9:.0f} nm")
print(f"Bond number (gravity): {bond:.1e}")
print(f"Growth rate * R / sound speed: {mach:.1e}")
print(f"Radiative cooling, black-body cap: {cooling:.3f} K")
print(f"Evaporated thickness, cap: {recession*1e9:.1e} nm")
print(f"Heat diffusion length: {heat_length*1e9:.0f} nm")
print("all good")
```

Running it gives:

```
Liquid peak x, stationarity: 0.69702
Liquid peak x, energy method: 0.69703
I1/I0 at liquid peak: 0.32893
Solid peak x, formula: 0.70711
Solid peak x, nonlinear law: 0.70711
Liquid wavelength / R: 9.0144
Solid wavelength / R: 8.8858
Liquid-solid difference: 1.45 %
First-order liquid wavelength / R: 9.0279
Peak s^2 in gamma/(rho R^3): 0.11788
Peak s in sqrt(gamma/(rho R^3)): 0.34334
Liquid rate loss at solid x: 0.0401 %
99% rate band, shortest wave / R: 8.42
99% rate band, longest wave / R: 9.75
Pb line radius: 1000 nm
Pb temperature: 650 K
Pb density (rough): 10.6 g/cm3
Pb surface tension (rough): 0.45 N/m
Pb viscosity (rough): 2.5 mPa s
Pb heat capacity (rough): 150 J/(kg K)
Pb heat conductivity (rough): 16 W/(m K)
Pb sound speed (rough): 1800 m/s
Pb vapour pressure (assumed cap): 1e-05 Torr
Capillary rate: 6.516 1/us
Peak growth rate: 2.237 1/us
Growth time: 0.447 us
Liquid wavelength: 9014 nm
Solid wavelength, same R: 8886 nm
Drop radius, one wavelength: 1891 nm
Thermal ripple scale: 0.141 nm
Rough breakup time: 3.96 us
Ohnesorge number: 0.0362
Viscous wavelength / R: 9.349
Viscous wavelength: 9349 nm
Viscous wavelength shift: 3.71 %
Long-wave viscous estimate / R: 9.221
Viscous / inviscid peak rate: 0.9311
Wavelength / R at Oh = 1: 15.73
Oh, viscous shift = solid gap: 0.0136
Pb radius at that Oh: 7072 nm
Bond number (gravity): 2.3e-07
Growth rate * R / sound speed: 1.2e-03
Radiative cooling, black-body cap: 0.050 K
Evaporated thickness, cap: 1.2e-06 nm
Heat diffusion length: 6315 nm
all good
```
